One diffusion equation for dopants carried by equilibrated defect pairs

**1. Result**

A substitutional donor A⁺ is taken to be immobile until it binds a point defect (a vacancy or a self-interstitial). The pair migrates and later releases the donor. If pairing is locally equilibrated and the defects are at their equilibrium concentrations, the total donor concentration C_T obeys

∂C_T/∂t = ∇·(D_eff ∇C_T),

D_eff = D [B + C_A(1 + W)] / [B(1 + S) + C_A(V + WS − Q²)].   (1)

Here C_A is the concentration of unpaired donors and C_T = C_A(1 + S). The other symbols are functions of ν = n/n_i, where n is the electron and n_i the intrinsic concentration; they are defined in parts 3 and 5. When pairs and charged defects are few, (1) becomes

D_eff = D(ν) [1 + C/√(C² + 4n_i²)],   C = C_T.   (2)

Two closures are needed. Local pairing equilibrium removes the pair concentration but leaves the defect concentration unknown. Equilibrium defects supply the second closure; part 8 treats a case in which they are not in equilibrium.

**2. Model and conventions**

Defects have charge j and pairs charge z = j + 1, in units of the elementary charge e. The reaction in each channel is

A⁺ + X^j ⇌ (AX)^z.

No electron appears in it, so its equilibrium constant K_z does not depend on the Fermi level. With forward rate constant k, the net pairing rate is

R_j = k(C_A C_j − C_z/K_z).

Carriers obey Boltzmann statistics with a flat electron quasi-Fermi level. The electrostatic potential ψ, measured from where n = n_i, then satisfies

u ≡ ln ν = eψ/(k_B T),   n = n_i e^u,   p = n_i e^(−u).

A particle of charge ze feels the force −ze∇ψ, and the Einstein relation makes its mobility D_z/(k_B T). The pair flux is therefore

J_z = −D_z(∇C_z + z C_z ∇u).

Defects have the same form of flux, with diffusivity d_j and charge j. Temperature, n_i, K_z, D_z and d_j are uniform, and there is no clustering. The material is locally neutral, which requires profiles much wider than the Debye length.

**3. Fast electron exchange**

Let C_j* be the equilibrium concentration of X^j at ν = 1. In equilibrium a species of charge j carries the factor exp(−jeψ/k_B T) = ν^(−j). If charge states exchange electrons quickly, their ratios keep these equilibrium values even when the total number of defects does not. One common factor X, the supersaturation, is left free:

C_j = C_j* ν^(−j) X.

For pairs, define κ_z = K_z C_j* with j = z − 1. In full equilibrium C_z = K_z C_A C_j = κ_z ν^(1−z) C_A. Fast exchange fixes the ratios between pair charge states in the same way, so

C_z = κ_z ν^(1−z) Y,

where Y is a common factor with the dimension of concentration. Three sums follow:

S = Σ κ_z ν^(1−z),   D = Σ D_z κ_z ν^(1−z),   M = Σ d_j C_j* ν^(−j).

The total pair concentration is SY. Inserting both forms into R_j, and using κ_z/K_z = C_j* and 1 − z = −j, gives

R_j = k C_j* ν^(−j) (C_A X − Y).

Every channel is driven by the same difference. The total rate is

R = G(C_A X − Y),   G = k Σ C_j* ν^(−j).

The field can now be absorbed into the gradients. Since ∇ν = ν∇u,

∇C_z + z C_z ∇u = ν^(−z) ∇(ν^z C_z) = κ_z ν^(−z) ∇(νY).

Multiplying by −D_z and summing over z gives the pair flux. The same identity for defects has ν^j C_j = C_j* X. Thus

J_P = −(D/ν) ∇(νY),   J_X = −M ∇X.   (3)

Electron exchange moves particles between charge states but cancels in the sums, so the balances are

∂C_A/∂t = −R,
∂(SY)/∂t = −∇·J_P + R,
∂(ΣC_j)/∂t = −∇·J_X − R.   (4)

**4. Local pairing equilibrium and its accuracy**

Adding the first two balances removes R:

∂(C_A + SY)/∂t = ∇·[(D/ν) ∇(νY)].

The first balance alone gives Y = C_A X + (1/G) ∂C_A/∂t, and therefore

Y/(C_A X) − 1 = (1/(GX)) ∂ln C_A/∂t.

When the donor concentration changes little during the capture time 1/(GX), Y may be replaced by C_A X:

∂[C_A(1 + SX)]/∂t = ∇·[(D/ν) ∇(ν C_A X)].   (5)

This is one equation with two unknowns, C_A and X, because neutrality fixes ν in terms of them.

A length scale for the error comes from a dilute tracer in a region of uniform ν with X = 1. Let its concentration vary as a Fourier mode of wavenumber q. With P = SY, the balances are

dC_A/dt = −G C_A + (G/S)P,
dP/dt = G C_A − (G/S + w)P,   w = Dq²/S.

For decay as exp(−st), the determinant condition is

s² − (G + G/S + w)s + Gw = 0.

Write Γ = G + G/S. To lowest order in w the slow root is s = Gw/Γ. Putting this into the s² term of s = (Gw + s²)/(Γ + w), and keeping terms up to w², gives

s = (Gw/Γ)[1 − w/Γ + Gw/Γ²] = (Gw/Γ)[1 − (G/S)w/Γ²].

Since Γ = G(1 + S)/S,

s = [Dq²/(1 + S)] [1 − λ²q² + …],   λ² = D/[G(1 + S)²].

The expansion parameter is w/Γ = λ²q²(1 + S), which must be small; at large S a small λq is not enough. For S ≪ 1, λ² ≈ (D/S)/(G/S), the mean pair diffusivity divided by the release rate. So λ is about the distance a pair diffuses before it dissociates. When S is of order 1 or smaller, a diffusion equation for the total donor needs λ to be short beside the profile. When S ≫ 1 nearly all donors are paired, and a tracer mode that starts in equilibrium follows the diffusion equation to within about 1/(1 + S) of its initial amplitude whatever λ is.

**5. Equilibrium defects and neutrality**

Set X = 1, so that Y = C_A, and define

Q = Σ zκ_z ν^(1−z),   W = Σ z²κ_z ν^(1−z),   V = Σ (1−z)²κ_z ν^(1−z).

Expanding the square shows V = S − 2Q + W. Neutrality counts carriers, unpaired donors, pairs and defects:

C_A(1 + Q) = n − p − Σ j C_j* ν^(−j).   (6)

Every quantity is now a function of u. A prime denotes d/du, which multiplies ν^(1−z) by (1 − z). Hence

S′ = Σ(1−z)κ_z ν^(1−z) = S − Q,
Q′ = Σ z(1−z)κ_z ν^(1−z) = Q − W.

The right side of (6) has the derivative

B = n + p + Σ j² C_j* ν^(−j),

because n′ = n, p′ = −p and (ν^(−j))′ = −jν^(−j). Differentiating (6) gives

C_A′(1 + Q) = B − C_A(Q − W).   (7)

In the flux, ∇(νC_A) = ν(C_A′ + C_A)∇u, while ∇C_T = C_T′∇u. So

D_eff = D (C_A′ + C_A)/C_T′.

Multiply numerator and denominator by 1 + Q and use (7). The numerator factor is

(C_A′ + C_A)(1 + Q) = B − C_A(Q − W) + C_A(1 + Q) = B + C_A(1 + W).

For the denominator, C_T′ = C_A′(1 + S) + C_A(S − Q), so

C_T′(1 + Q) = B(1 + S) + C_A[(W − Q)(1 + S) + (S − Q)(1 + Q)].

The square bracket expands to

W − Q + WS − QS + S − Q + QS − Q² = V + WS − Q².

The ratio is (1).

The Cauchy inequality gives Q² ≤ WS, so numerator and denominator are positive and D_eff > 0. The relation between ν and C_T is also one-to-one for donors in this model. The right side of (6) rises with u, since B > 0, and changes sign once. Positive C_A requires 1 + Q to have the same sign as this right side. The mean donor charge (1 + Q)/(1 + S) has derivative −(V + WS − Q²)/(1 + S)² ≤ 0, so 1 + Q changes sign at most once, from positive to negative. The allowed states therefore form one interval, on which 1 + Q keeps one sign. Since C_T′(1 + Q) > 0, C_T′ keeps one sign there too. Each C_T therefore fixes ν, and D_eff is a function of C_T alone.

Equation (1) was tested on 30 models with random parameters, including strong pairing and many charged defects. The drift-diffusion fluxes of the separate pair species, summed and divided by the gradient of C_T, agreed with it to a relative error of 2×10⁻⁹ at worst.

**6. Dilute limit and the Fermi level**

Let S, Q, W and V be small compared with 1, and let charged defects be negligible beside the carriers. Then C_A ≈ C_T = C, and (6) becomes n − p = C. Since np = n_i²,

B = n + p = √((n − p)² + 4np) = √(C² + 4n_i²).

Equation (1) reduces to D(B + C)/B, which is (2). The Fermi level acts in two ways.

First, it sets the number of pairs in each charge state. In D(ν), singly positive pairs contribute a constant, neutral pairs a term in ν and singly negative pairs a term in ν².

Second, the donor gradient makes ν and the potential vary in space, which adds to the flux of every kind of pair. This gives the factor

h = 1 + C/√(C² + 4n_i²).

Singly positive pairs are driven down the donor gradient by the field. Neutral pairs feel no force, yet their flux contains h too: their concentration is proportional to νC, whose gradient includes that of ν. Singly negative pairs are pulled up the gradient by the field, but their concentration is proportional to ν²C, and its steeper gradient outweighs the pull and leaves the same factor h.

For C ≪ n_i, D_eff tends to D(1), and diffusion is linear. For C ≫ n_i with pairs still few, ν tends to C/n_i and h to 2, so a dominant neutral pair gives D_eff proportional to C, and a dominant singly negative pair gives C². Neutral and negative pairs multiply as ν grows, however; once they are no longer few, (1) gives a weaker rise.

For acceptors, exchange n with p and reverse the sign of every charge.

**7. A uniform background dopant**

Suppose the crystal also contains a fixed, uniform net acceptor concentration N that does not pair with the defects; N is negative for background donors. In the dilute limit C = n − p + N, so dC/du is still n + p. The same steps give

D_eff = D(ν) [1 + C/√((C − N)² + 4n_i²)].

If C ≪ |N|, ν is set by the background and the bracket is close to 1. The donor then diffuses linearly with D(ν) at the background Fermi level. Measuring it for several backgrounds, some with |N| comparable to n_i or larger, would separate the powers of ν, and so the pair charges.

If background acceptors compensate the donors, C = N, then ν = 1 and the bracket is 1 + N/(2n_i). This exceeds 2 when N > 2n_i. Few carriers are present there, so a given change of C requires a large change of potential. Neutrality is also harder to satisfy there: the compensated zone, of width about 2n_i/|∇C|, must itself be much wider than the Debye length at n_i. For N ≫ n_i this can fail even when the profile is many Debye lengths wide, and space charge then keeps the bracket below 1 + N/(2n_i).

**8. When defects are not supplied fast enough**

Pairs carry defects inwards, and free defects must carry them back. Adding the last two balances in (4) gives

∂(SY + ΣC_j)/∂t + ∇·(J_P + J_X) = 0.

Take one dimension, no defect sinks in the bulk, and no flux at depth. If the stored defects, free and paired, are few beside the donors, the time derivative may be dropped. Then J_P + J_X = 0. With dilute pairs, Y = CX, and (3) gives

M ∂X/∂x + (D/ν) ∂(νCX)/∂x = 0.

Use u as the variable along the profile. Since dC/du = n + p and C = n − p,

d(νCX)/du = ν[(dC/du + C)X + C dX/du] = ν[2nX + C dX/du].

Therefore

d ln X/du = −2nD/(M + DC).

The surface holds X = 1 at u = u_s. Integration gives

X(u) = exp ∫_u^(u_s) [2nD/(M + DC)] du′,

with the integrand taken at u′. For in-diffusion u falls with depth, so X rises above 1.

The donor flux is J_P = −J_X = M ∂X/∂x. With ∂u/∂x = (∂C/∂x)/(n + p) it becomes

J_P = −[M/(M + DC)] D X [2n/(n + p)] ∂C/∂x.

Because 2n/(n + p) = 1 + C/(n + p) = h, the effective diffusivity is

D_slaved = D h X/(1 + DC/M).   (8)

This is still one equation for the donor, but its diffusivity depends on the surface condition through X. A small DC/M in the tail alone does not restore (2), because X carries the effect of all the layers nearer the surface. Equation (8) returns to (2) when DC ≪ M throughout the profile, by a margin wide enough that the integral in X(u) is also small. That is the condition for equilibrium defects here: the defects' transport capacity M must far exceed DC. Bulk sinks would bring X closer to 1, and (8) would then not apply.

**9. Worked example**

A model donor has n_i = 10²⁵ m⁻³ at 1300 K. The defects have charges 0, −1 and −2, so the pairs have charges +1, 0 and −1. The pair ratios at ν = 1 are κ = 0.01, 0.01 and 0.002, and

D(ν) = (1.0 + 2.0ν + 0.4ν²)×10⁻¹⁸ m²/s.

The crystal, a layer 1 µm thick with no flux through its back, initially contains 10²² m⁻³ donors, and the surface is held at C_T = 4×10²⁵ m⁻³ for 1800 s. All parameters are chosen round values.

At the surface, neutrality gives ν = 3.889 and hence ν² = 15.12. Then

S = 0.01 + 0.0389 + 0.0302 = 0.0791,
Q = 0.01 − 0.0302 = −0.0202,
W = 0.01 + 0.0302 = 0.0402,
V = 0.0389 + 4 × 0.0302 = 0.160,
D = (1.0 + 7.78 + 6.05)×10⁻¹⁸ = 1.483×10⁻¹⁷ m²/s.

The unpaired donors are C_A = 4×10²⁵/1.0791 = 3.707×10²⁵ m⁻³. Charged defects are negligible in B, so B = (3.889 + 0.257)×10²⁵ = 4.146×10²⁵ m⁻³. Also WS − Q² = 0.0028. In units of 10²⁵ m⁻³, the fraction in (1) is

[4.146 + 3.707 × 1.040]/[4.146 × 1.079 + 3.707 × 0.163] = 8.002/5.077 = 1.576,

and D_eff = 2.34×10⁻¹⁷ m²/s.

The dilute formula gives 3.15×10⁻¹⁷ m²/s, which is 35% higher. Part of the excess comes from ν: without pairs it would be 4.236, making D 12% larger. The rest comes from the factor multiplying D, which is 1.894 instead of 1.576. At C_T = 10²⁴ m⁻³ the excess is about 2.5%.

**10. What the profiles show**

The three balances (4) were integrated with separate charge states, drift and finite reaction rates. The profile differs from that of the single equation by at most 0.03% of the surface concentration. Both reach 10²⁴ m⁻³ at 376 nm; the dilute formula gives 398 nm. Halving the grid spacing changes the single-equation depth by 0.1 nm. The dose is 7.5×10¹⁸ m⁻², or 7.5×10¹⁴ cm⁻².

The conditions for neutrality, pairing equilibrium and equilibrium defects are met with room to spare. The Debye length at n_i is 1.9 nm and λ is 1.2 nm, both far below the profile depth and also well below the decay length of the steep tail, about 30 nm. The supply ratio DC_A/M at the surface is 7×10⁻⁴, and X departs from 1 by at most 10⁻³ at the final time. For a tracer mode with 1/q = 20 nm, the predicted rate shift −λ²q² = −0.00370 compares with −0.00369 from the eigenvalue.

Lowering k by a factor of 10⁵ raises λ to 385 nm, about the profile depth. The full profile then departs from the single equation by more than three quarters of the surface concentration: pairing equilibrium has failed.

For weak defect supply, K was divided by 100 and the pair diffusivities multiplied by 100. This leaves D(ν) unchanged but makes the pairs dilute. The defect diffusivity was lowered to 10⁻¹² m²/s, so DC/M = 0.755 at the surface. Equation (8) then reduces the diffusivity there by the factor 1/1.755 = 0.57. At depth, X rises to 2.30 in the full equations and 2.31 in the slaved law. There DC/M is small, so D_eff is larger than for X = 1. The 10²⁴ m⁻³ depth grows from 398 nm for X = 1 to 465 nm in the full solution and 466 nm from (8). Weak supply thus slows the donors near the surface and speeds them in the tail. The numerical output lists further points of the main profile.

Table of computed values

```
n_i = 1.0e+25 m^-3, T = 1300 K, eps_r = 12
surface, initial donors = 4.0e+25, 1.0e+22 m^-3
layer = 1000 nm, time = 1800 s, cells = 100
defect charges j: [ 0. -1. -2.]  pair charges z: [ 1.  0. -1.]
C_j* (m^-3): [1.e+20 1.e+20 2.e+19]
K = 1.0e-22 m^3, k = 1.0e-20 m^3/s
kappa_z: [0.01  0.01  0.002]
pair diffusivities (m^2/s): [1.e-16 2.e-16 2.e-16]
defect diffusivity = 1.0e-09 m^2/s
terms of D(nu) (m^2/s): [1.e-18 2.e-18 4.e-19]
C_T (m^-3), nu, S, D, D_eff, dilute D_eff (m^2/s):
  1.0e+24 1.0505 0.0227 3.542e-18 3.631e-18 3.722e-18
  1.0e+25 1.5997 0.0311 5.223e-18 7.194e-18 7.646e-18
  2.0e+25 2.3404 0.0444 7.872e-18 1.231e-17 1.393e-17
  4.0e+25 3.8887 0.0791 1.483e-17 2.337e-17 3.154e-17
dilute field factor h at surface = 1.8944
worst D_eff error, 30 random models = 1.9e-09
kT/e = 0.1120 V, surface-to-bulk potential = 0.1521 V
Debye length at n_i = 1.93 nm
capture rate G at n_i = 2.20 1/s, release = 100.0 1/s
pairing length lambda at n_i = 1.216 nm
mode 1/q = 20 nm: rate shift = -0.00369
  predicted shift = -0.00370
supply ratio D C_A/M at surface = 6.94e-04
depth (nm), C_T full, C_T single equation (m^-3):
  0 4.000e+25 4.000e+25
  100 3.020e+25 3.020e+25
  200 1.851e+25 1.852e+25
  300 6.193e+24 6.201e+24
  400 4.640e+23 4.632e+23
  500 1.972e+22 1.959e+22
misfit/C_surface: D_eff 0.00030, dilute 0.07904
depth at 1e24 m^-3: full 375.8 nm
  single 375.8 nm, halved grid 375.7 nm
  dilute formula 398.0 nm
dose, single equation, halved grid = 7.469e+18 m^-2
largest pairing departure |Y/(C_A X)-1| = 1.91e-03
largest |X-1|, main run = 9.92e-04
slow pairing: k = 1e-25 m^3/s, lambda = 385 nm
  misfit/C_surface = 0.779
weak supply: K = 1e-24 m^3, D_def = 1e-12 m^2/s
  pair diffusivities (m^2/s): [1.e-14 2.e-14 2.e-14]
  D C/M at surface = 0.755
  deep X: full 2.3049, slaved law 2.3080
  misfit/C_surface: slaved 0.00076, X=1 0.10572
  depth at 1e24 m^-3: full 465.3 nm
  slaved 465.9 nm, X=1 398.0 nm
```
